# Stress tensor of a periodic Gaussian basis from centre derivatives

**Definitions and conventions**

Hartree atomic units are used. A crystal has lattice vectors $\mathbf T$, cell volume $\Omega$, nuclei of charge $Z_C$ at $\mathbf C$, and real Gaussians $\chi_\mu(\mathbf r-\mathbf A)$, $\chi_\nu(\mathbf r-\mathbf B-\mathbf T)$. A homogeneous strain moves nuclei, basis centres and lattice vectors as $R_a\to R_a+\varepsilon_{ab}R_b$ (repeated Cartesian indices summed). The Gaussians are rigid: exponents, contraction coefficients and orientation do not change. $D_{ab}X$ means $\partial X/\partial\varepsilon_{ab}$ at $\varepsilon=0$. With $E$ the energy per cell,
$$\sigma_{ab}=\Omega^{-1}D_{ab}E,\qquad p=-\tfrac13\,\mathrm{tr}\,\sigma .$$
The symbol $\partial_a\chi$ is a derivative in the electron coordinate. Since $\chi$ depends on $\mathbf r-\mathbf A$, $\partial\chi/\partial A_a=-\partial_a\chi$.

Four geometric facts follow. First, $D_{ab}R_c=\delta_{ca}R_b$. Second, $\Omega\to\Omega\det(1+\varepsilon)=\Omega(1+\mathrm{tr}\,\varepsilon+\dots)$, so $D_{ab}\Omega=\delta_{ab}\Omega$; for $\varepsilon=\eta\mathbb 1$, $dE=\eta\,\Omega\,\mathrm{tr}\,\sigma$ and $d\Omega=3\eta\Omega$, so $p=-dE/d\Omega$. Third, $\mathbf G\cdot\mathbf T$ is $2\pi$ times a fixed integer, which forces $G_b\to G_b-G_a\varepsilon_{ab}$ and $D_{ab}G^2=-2G_aG_b$. Fourth, $\mathbf k$ has fixed fractional coordinates and transforms like $\mathbf G$, so $\mathbf k\cdot\mathbf T$ and $\mathbf G\cdot\mathbf R$ are invariant.

**Entry 1: two s functions**

Take normalized s Gaussians with exponents $\alpha,\beta$ at $\mathbf A$ and $\mathbf B+\mathbf T$, and $\mathbf d=\mathbf B+\mathbf T-\mathbf A$. Completing the square in $\alpha|\mathbf r-\mathbf A|^2+\beta|\mathbf r-\mathbf B-\mathbf T|^2$ leaves $m d^2$ with $m=\alpha\beta/(\alpha+\beta)$, so $S=S_0e^{-md^2}$, where $S_0$ does not depend on geometry and is 1 for $\alpha=\beta$. Because $D_{ab}d^2=2d_c\delta_{ca}d_b=2d_ad_b$,
$$D_{ab}S=-2m\,d_ad_b\,S .$$
The centre derivatives are $\partial S/\partial A_a=2md_aS$ and $\partial S/\partial B_a=-2md_aS$, and $2md_aS\,A_b-2md_aS\,(B+T)_b$ gives the same result. The position that multiplies the second derivative is that of the translated function, $\mathbf B+\mathbf T$.

In the model crystal of the last entry, $\alpha=\beta=0.4$ bohr$^{-2}$ and $\mathbf T=-\mathbf a_1$ give $m=0.2$, $\mathbf d=(-4,0.8,1)$ bohr, $d^2=17.64$, $S=e^{-3.528}=0.029364$ and $D_{xx}S=-0.4\times16\times0.029364=-0.18793$. Using $B_x-A_x=1$ in place of $d_x=-4$ for the position factor would give $-0.4\times(-4)\times1\times0.029364=+0.047$, wrong in size and sign. The closed form was tested against the general rule below. In the one-centre limit $\mathbf d=0$ the derivative vanishes, as it must for rigid functions on a common centre.

**Entry 2: any integral**

An integral $I$ over all space, built from rigid Gaussians and operators such as $-\frac12\nabla^2$, $f(|\mathbf r-\mathbf C|)$ or $f(r_{12})$, depends on the strain through its centres $\mathbf R_j$ alone, each being an atomic position plus its own lattice vector. The chain rule gives
$$D_{ab}I=\sum_j\frac{\partial I}{\partial R_{j,a}}R_{j,b}.\tag{1}$$
Moving all centres by one vector is undone by shifting the integration variables, so $\sum_j\partial I/\partial R_{j,a}=0$. Replacing $\mathbf R_j$ by $\mathbf R_j-\mathbf R_0$ in (1) therefore changes nothing: the result is independent of origin, and choosing $\mathbf R_0$ as one of the centres removes one derivative.

Two centres, $O=1$ or $-\frac12\nabla^2$, with $\nu^{T}$ the translated function and $\mathbf R_0=\mathbf B+\mathbf T$: the one surviving term is $(\partial O/\partial A_a)(A-B-T)_b$ with $\partial O/\partial A_a=-\langle\partial_a\mu|O|\nu^T\rangle$, so
$$D_{ab}O_{\mu\nu}(\mathbf T)=\langle\partial_a\mu|O|\nu^T\rangle\,(B+T-A)_b.\tag{2}$$
Three centres, with the operator at $\mathbf C'=\mathbf C+\mathbf T'$ taken as $\mathbf R_0$:
$$D_{ab}(\mu\nu^T|C')=-(\partial_a\mu\,\nu^T|C')(A-C')_b-(\mu\,\partial_a\nu^T|C')(B+T-C')_b.\tag{3}$$
Four centres:
$$D_{ab}(12|34)=-(\partial_a1\,2|34)R_{1,b}-(1\,\partial_a2|34)R_{2,b}-(12|\partial_a3\,4)R_{3,b}-(12|3\,\partial_a4)R_{4,b}.\tag{4}$$

Equation (4) was tested on all repulsion integrals over an s, a p, a d and a second p shell, two of them translated by $\mathbf a_1$. Its contraction with a non-symmetric strain direction agrees with the central finite difference within $1.2\times10^{-8}$ hartree, and an origin shift changes it by $2.3\times10^{-15}$. With $\mathbf T$ dropped from the positions the largest deviation from the finite difference is 0.347 hartree. The part antisymmetric in $a,b$ reaches 0.180 hartree: an antisymmetric $\varepsilon$ rotates the centres while p and d functions keep their orientation, so a single integral changes.

**Entry 3: the energy and the Pulay term**

Bloch sums are $\phi^{k}_\nu=\sum_Te^{i\mathbf k\cdot\mathbf T}\chi_\nu(\mathbf r-\mathbf B-\mathbf T)$ and orbitals $\psi_{ik}=\sum_\nu c_{\nu ik}\phi^k_\nu$. For a lattice-periodic operator, the cell integral with the sum over the translations of the bra unfolds into an integral over all space, so $O^k_{\mu\nu}=\sum_Te^{i\mathbf k\cdot\mathbf T}O_{\mu\nu}(\mathbf T)$. For a closed-shell insulator with k weights $w_k$,
$$2\sum_{ik}w_k\,c_{ik}^\dagger O^kc_{ik}=\sum_{\mu\nu T}P_{\mu\nu}(\mathbf T)O_{\mu\nu}(\mathbf T),\quad P_{\mu\nu}(\mathbf T)=2\sum_{ik}w_kc^*_{\mu ik}c_{\nu ik}e^{i\mathbf k\cdot\mathbf T}.$$
$P$ is real when the mesh contains $-\mathbf k$ with $\mathbf k$ and time reversal holds. At fixed $c$ it has no strain derivative, because the phases are invariant.

The coefficients make $E$ stationary subject to orthonormality in $S^k$. For canonical orbitals the multiplier matrix is diagonal, and
$$L=E-2\sum_{ik}w_k\epsilon_{ik}\,(c^\dagger_{ik}S^kc_{ik}-1).$$
The condition $\partial L/\partial c^\dagger=0$ is $H^kc=\epsilon S^kc$. At the solution $L=E$ for every strain, and the changes of $c$ and $\epsilon_{ik}$ drop out of $dL$, the first by stationarity and the second because it multiplies a satisfied constraint. The explicit dependence remains:
$$D_{ab}E=D_{ab}E\big|_c-\sum_{\mu\nu T}W_{\mu\nu}(\mathbf T)\langle\partial_a\mu|\nu^T\rangle(B+T-A)_b,\tag{5}$$
where $W$ is $P$ with $\epsilon_{ik}$ inserted in the sum and (2) has been used. The last term is the Pulay term. The argument needs self-consistent orbitals and occupations that stay fixed under strain, which a gap on the mesh secures.

The size of the Pulay term depends on the zero of the eigenvalues. Let $N[c]=\sum PS$ be the electron count and $N$ its required value. Adding $u\,(N[c]-N)$ to $E$ leaves the constrained energy unchanged, shifts each $\epsilon_{ik}$ by $u$, changes the Pulay term by $-u\sum P\,D_{ab}S$, and adds $+u\sum P\,D_{ab}S$ to the frozen-coefficient derivative; a strain dependence of $u$ multiplies $N[c]-N=0$. The total is unchanged.

**Entry 4: two-electron terms and the molecular limit**

In Hartree–Fock form $E_2=\frac12\sum\Gamma_{1234}(12|34)$ with $\Gamma_{1234}=P_{12}P_{34}-\frac14(P_{13}P_{24}+P_{14}P_{23})$, which has the permutation symmetry of the integral. For a molecule all four indices run over the same set, so relabelling turns each term of (4) into the first:
$$D_{ab}E_2\big|_c=-2\sum\Gamma_{1234}(\partial_a1\,2|34)R_{1,b}.\tag{6}$$
In a crystal index 1 is pinned to the home cell, and a relabelling must be followed by a translation that brings the new index 1 home. Absolute positions do not survive this step, but differences do. Choose $\mathbf R_0=\mathbf R_1$ in (4), leaving three terms with factors $(R_j-R_1)_b$, $j=2,3,4$. The relabellings $(12|34)\to(21|34)$, $(34|12)$ and $(43|21)$ exchange 1 with $j$ and turn each term into $-(\partial_a1\,2|34)(R_1-R_j)_b$. Adding them,
$$D_{ab}E_2\big|_c=-\tfrac12\sum\Gamma_{1234}(\partial_a1\,2|34)(3R_1-R_2-R_3-R_4)_b.\tag{7}$$
For a molecule (7) returns (6): their difference is proportional to $\sum\Gamma(\partial_a1\,2|34)(R_1+R_2+R_3+R_4)_b$, which relabels into $R_{1,b}$ times the sum of all four derivatives, and this vanishes. The rearrangement requires absolute convergence, which holds for a screened kernel such as $\mathrm{erfc}(\omega r_{12})/r_{12}$. Equation (7) is derived here and has not been tested on a lattice.

The molecular limit was tested on Li$_2$ at restricted Hartree–Fock level in the 6-31G basis (no correlation, incomplete basis), with $R=5.0$ bohr and $E=-14.865447$ hartree. Equations (2), (3), (5), (6) and the nuclear repulsion give $-0.0111286$ hartree along the strain direction $M$ with rows $(0.7,-0.4,0.9)$, $(0.3,-0.5,0.6)$, $(-0.8,0.2,0.4)$, that is for $M_{ab}D_{ab}E$, and the finite difference of re-converged energies gives the same digits. A diatomic energy depends on $R$ alone, and $D_{ab}R=R\,n_an_b$, so $D_{ab}E=RE'(R)n_an_b$. The trace $-0.028616$ gives $E'=-0.00572$ hartree/bohr: at this level the bond would lengthen. The magnitude depends on the basis: cc-pVDZ and cc-pVTZ give $E'=-0.00542$ and $-0.00450$ hartree/bohr, with $E=-14.869$ and $-14.871$ hartree, so only the sign carries over. For the bond direction $\mathbf n=(1,2,2)/3$, $n_aM_{ab}n_b=3.5/9$, and $-0.028616\times3.5/9=-0.011128$, in agreement.

**Entry 5: where the rule needs a supplement**

For the bare kernel $1/r$, neutral cells with a dipole interact as $T^{-3}$, and the number of cells in a shell grows as $T^2dT$. The sum is not absolutely convergent, its value depends on the order of summation, and (1), which multiplies a $T^{-4}$ derivative by $T$, inherits the same decay. The energy must first be defined. The definition taken here is the Ewald (tin-foil) one: with $f(\mathbf G)=\int_{\rm cell}f e^{-i\mathbf G\cdot\mathbf r}d^3r$ and $(f,h)'=(4\pi/\Omega)\sum_{G\ne0}f^*h/G^2$, $E_{\rm es}=\frac12(n-\rho,n-\rho)'$ for point nuclei $n$ and electron density $\rho$, less the infinite self-energy of each point.

Write $n=g+s$, where $g$ replaces each nucleus by $Z_C(\omega^2/\pi)^{3/2}e^{-\omega^2r^2}$, with transform $Z_Ce^{-G^2/4\omega^2}$ and potential $Z_C\,\mathrm{erf}(\omega r)/r$. Expanding both sides shows
$$\tfrac12(n-\rho,n-\rho)'=\tfrac12(g-\rho,g-\rho)'-(s,\rho)'+\tfrac12[(n,n)'-(g,g)'].$$
The second term has the kernel $4\pi(1-e^{-G^2/4\omega^2})/G^2$, the transform of $\mathrm{erfc}(\omega r)/r$, with value $\pi/\omega^2$ at $G=0$. The third has $4\pi(1-e^{-G^2/2\omega^2})/G^2$, the transform of $f(r)=\mathrm{erfc}(\gamma r)/r$ with $\gamma=\omega/\sqrt2$, with value $2\pi/\omega^2$. A real-space sum contains the $G=0$ component that the primed form omits. With $Z=\sum_CZ_C$, the corrections are $+\pi ZN/\omega^2\Omega$ and $-\frac12\cdot2\pi Z^2/\omega^2\Omega$, which cancel for $N=Z$. At frozen coefficients their sum is a multiple of $N[c]-N$, harmless by Entry 3. For a nucleus with itself, $f=1/r-\mathrm{erf}(\gamma r)/r$; the $1/r$ is discarded and $-\frac12Z_C^2\,2\gamma/\sqrt\pi=-Z_C^2\omega/\sqrt{2\pi}$ remains. Thus $E_{\rm es}=E_G+E_{en}+E_{nn}-\sum_CZ_C^2\omega/\sqrt{2\pi}$ with
$$E_G=\frac{2\pi}\Omega\sum_{G\neq0}\frac{|Q|^2}{G^2},\quad Q=Q_{\rm ion}-\rho(\mathbf G),\quad Q_{\rm ion}=e^{-G^2/4\omega^2}\sum_CZ_Ce^{-i\mathbf G\cdot\mathbf C},$$
$$E_{en}=-\sum_{\mu\nu T}P_{\mu\nu}(\mathbf T)\sum_{C'}Z_C(\mu\nu^T|C'),\qquad E_{nn}=\tfrac12\sum_{C_1,C_2'}Z_{1}Z_{2}f(r),$$
where $(\mu\nu^T|C')$ has the kernel $\mathrm{erfc}(\omega r)/r$ and $\mathbf r=\mathbf C_2+\mathbf T'-\mathbf C_1\neq0$. The parameter $\omega$ is held fixed, so the self term has no strain derivative. $E_{en}$ converges absolutely and follows (3) term by term. For $E_{nn}$, $D_{ab}r=r_ar_b/r$ gives
$$D_{ab}E_{nn}=\tfrac12\sum Z_1Z_2f'(r)\frac{r_ar_b}{r},\qquad f'=-\frac{\mathrm{erfc}(\gamma r)}{r^2}-\frac{2\gamma}{\sqrt\pi}\frac{e^{-\gamma^2r^2}}{r}.\tag{8}$$
$E_G$ and the exchange-correlation energy are cell integrals and need the density at a point that moves with the strain.

**Entry 6: the co-moving density**

At the moved point, $\chi\big((1+\varepsilon)(\mathbf r-\mathbf R)\big)$ has derivative $\partial_a\chi\,(r-R)_b$. With $\rho=2\sum w_k|\psi|^2$ and $d|\psi|^2=2\,\mathrm{Re}\,\psi^*d\psi$, at fixed $c$,
$$\rho_{ab}(\mathbf r)=4\sum_{ik}w_k\,\mathrm{Re}\Big[\psi^*_{ik}\sum_{\nu T}c_{\nu ik}e^{i\mathbf k\cdot\mathbf T}\partial_a\chi_\nu\,(r-B-T)_b\Big].\tag{9}$$
This is rule (1) again, with the point $\mathbf r$ counted as one more centre. A cell integral also carries the volume element, so $D_{ab}\int F(\rho)=\int[\delta_{ab}F+F'\rho_{ab}]$.

For $F=\rho$ this must reproduce (2). Equation (9) contains position differences, so the cell integral unfolds into all-space integrals over pairs. For one pair, with $q=\chi_\mu\chi_\nu^T$,
$$\int\big[\delta_{ab}q+(r-A)_b\partial_a\chi_\mu\chi_\nu^T+(r-B-T)_b\chi_\mu\partial_a\chi_\nu^T\big]=\int\partial_a(r_bq)-A_b\langle\partial_a\mu|\nu^T\rangle-(B+T)_b\langle\mu|\partial_a\nu^T\rangle .$$
The first integral vanishes since $q$ decays, and $\langle\mu|\partial_a\nu^T\rangle=-\langle\partial_a\mu|\nu^T\rangle$ by parts. Therefore
$$\int_{\rm cell}(\delta_{ab}\rho+\rho_{ab})=\sum P\,D_{ab}S.\tag{10}$$
Grid quadrature of the left side and analytic integrals on the right agree within $2.2\times10^{-10}$ in the test.

In the local density approximation, with $v_{xc}=dF/d\rho$,
$$D_{ab}E_{xc}\big|_c=\delta_{ab}E_{xc}+\int v_{xc}\,\rho_{ab}.\tag{11}$$
The uniform limit checks this. For constant $v_{xc}$, (10) turns (11) into $\delta_{ab}(E_{xc}-v_{xc}N)+v_{xc}\sum P\,D_{ab}S$, and the last piece cancels against the $v_{xc}$ share of the eigenvalues in the Pulay term. For Slater exchange $F\propto\rho^{4/3}$, so $v_xN=\frac43E_x$ and the trace is $-E_x$, as required by $E_x\propto\Omega^{-1/3}$ at fixed $N$.

$E_G$ depends on strain in four places. The prefactor $1/\Omega$ gives $-\delta_{ab}E_G$. The kernel gives $D_{ab}G^{-2}=2G_aG_b/G^4$. In $Q_{\rm ion}$ the phases are invariant and the Gaussian gives $D_{ab}Q_{\rm ion}=Q_{\rm ion}G_aG_b/2\omega^2$, which enters through $d|Q|^2=2\,\mathrm{Re}\,Q^*dQ$. In $\rho(\mathbf G)$ the phase is invariant at the co-moving point, so its derivative is the transform of $\delta_{ab}\rho+\rho_{ab}$; the sum $(4\pi/\Omega)\sum Q^*e^{-i\mathbf G\cdot\mathbf r}/G^2$ that multiplies it is the real potential $\varphi(\mathbf r)=(4\pi/\Omega)\sum_{G\ne0}Qe^{i\mathbf G\cdot\mathbf r}/G^2$. Together,
$$D_{ab}E_G\big|_c=-\delta_{ab}E_G+\frac{4\pi}\Omega\sum_{G\ne0}|Q|^2\frac{G_aG_b}{G^4}+\frac{2\pi}{\Omega\omega^2}\sum_{G\ne0}\mathrm{Re}(Q^*Q_{\rm ion})\frac{G_aG_b}{G^2}-\int\varphi\,(\delta_{ab}\rho+\rho_{ab}).\tag{12}$$
As a limit, let all charge deform with the cell, so that $Q$ is fixed. The first two terms remain, with trace $-3E_G+2E_G=-E_G$, the scaling of a Coulomb energy as inverse length.

**Entry 7: the assembled tensor**

For Kohn–Sham LDA, with $K$ the kinetic matrix,
$$\Omega\sigma_{ab}=\sum_{\mu\nu T}\big[P\langle\partial_a\mu|K|\nu^T\rangle-W\langle\partial_a\mu|\nu^T\rangle\big](B+T-A)_b+D_{ab}E_{en}+(8)+(11)+(12),$$
$$D_{ab}E_{en}=\sum P\sum_{C'}Z_C\big[(\partial_a\mu\,\nu^T|C')(A-C')_b+(\mu\,\partial_a\nu^T|C')(B+T-C')_b\big],$$
the plus signs coming from the minus in $E_{en}$ times those in (3).

The tensor is symmetric when each shell holds all $2l+1$ components. To first order an antisymmetric $\varepsilon$ is a rotation. Rotating structure and basis together leaves $E$ unchanged, a complete shell spans the same space before and after rotation, and the stationary energy depends on the span alone. With an incomplete shell the argument fails. If the cell integrals are done on a grid with fixed fractional coordinates, (11) and (12) are the derivatives of the discretized energy, and the grid rotates with the lattice, so both the derivative property and the symmetry persist. Independence of $\omega$ does need a converged grid and converged image sums.

**Entry 8: a model crystal**

The model has round parameters and describes no material. The lattice vectors are $(5,0,0)$, $(1,5,0)$, $(0.5,-0.5,5.5)$ bohr, so $\Omega=5\times5\times5.5=137.5$ bohr$^3$. Point charges 1.2 and 0.8 sit at $\mp(0.5,0.4,0.5)$ bohr with s, s, p exponents $(1.2,0.4,0.8)$ and $(0.9,0.4,0.6)$ bohr$^{-2}$. Two electrons fill one band with Slater exchange and VWN correlation, on a $3\times2\times1$ mesh containing $\Gamma$ and a $15^3$ grid, with $\omega=1.0$ bohr$^{-1}$. The gap on this mesh is 0.453 hartree. The self term is $-(1.44+0.64)/\sqrt{2\pi}=-0.82980$, and
$$E=1.17381-0.82002+0.06158+0.00778-0.69516-0.82980\approx-1.1018\ \text{hartree},$$
in the order kinetic, $en$, $nn$, $G$, $xc$, self. In the same order, with Pulay last,
$$D_{xx}E=-0.205973+0.268378-0.100943+0.004073+0.184348-0.090917=0.058966,$$
so $\sigma_{xx}=0.058966/137.5=4.29\times10^{-4}$ hartree/bohr$^3$. The trace is $0.058966+0.037472+0.200621=0.297059$, and
$$p=-\frac{0.297059}{3\times137.5}=-7.20\times10^{-4}\ \text{hartree/bohr}^3=-21.2\ \text{GPa}.$$
The components $xx,yy,zz,yz,xz,xy$ are 12.6, 8.0, 42.9, $-2.1$, 4.5, 4.3 GPa. The negative pressure means that the energy falls under uniform compression with clamped fractional coordinates; the atoms are not relaxed, so stretching of the in-cell pair is part of the strain.

The tests are these. For the isotropic direction $\mathbb 1$, the shear with $xz$ and $zx$ entries $\tfrac12$, and the non-symmetric direction $M$ of Entry 4, the analytic values 0.2970593, 0.0211645 and 0.0948894 hartree match finite differences of re-converged energies to the digits shown. Each term matches its own frozen-coefficient finite difference within $4.8\times10^{-8}$ hartree. The total is symmetric to $6.4\times10^{-15}$. Raising $\omega$ to 1.3 redistributes the terms (the term (12) moves by up to 0.0285 hartree, the $xx$ entry of (8) from $-0.101$ to $-0.048$), while $E$ changes by $6.3\times10^{-11}$ and $D_{ab}E$ by $2.4\times10^{-9}$. The pressure equals $-dE/d\Omega$ by finite difference.

The $nn$ row has $xy/xx=0.080642/0.100943=0.80$, the ratio $r_y/r_x$ of the in-cell vector $(1,0.8,1)$, as (8) gives when that pair dominates. The kinetic trace is $-0.405$ hartree. Orbitals that deformed with the cell would give $-2\times1.174=-2.35$ by inverse-square scaling; the frozen-coefficient term differs because the Gaussians are rigid and one-centre elements carry $\mathbf B+\mathbf T-\mathbf A=0$. The $xc$ entry 0.184 is the sum of the explicit $-0.695$ and $+0.880$ from $\rho_{ab}$.

For a flat band $W=\epsilon P$, and the Pulay row would be $-\epsilon$ times the row $\sum P\,D_{ab}S$. The diagonal ratios give $\epsilon=-0.273$, $-0.291$, $-0.263$ hartree (for $xx$, $-0.090917/0.333507$); since one band is occupied, their spread shows that it disperses. Omitting the Pulay term gives $-40.4$ GPa in place of $-21.2$. By Entries 3 and 5 that figure belongs to the eigenvalue zero set by $\omega=1.0$.

Dropping $\mathbf T$ from the kinetic and Pulay position factors removes a trace of $0.003586+0.000378+0.139066=0.143030$ hartree and gives $-11.0$ GPa, about half the full pressure on this mesh at this $\omega$. Like the previous figure, this one belongs to the eigenvalue zero set by $\omega=1.0$: a shift $u$ turns $W$ into $W+uP$ and changes the dropped part by $-u\sum P\langle\partial_a\mu|\nu^T\rangle T_b$, while the correct total is unchanged. Nearly all of it lies in $zz$, although $\mathbf a_3$ is the longest lattice vector. One fact bears on this: the mesh has a single point along the third reciprocal direction, so $e^{i\mathbf k\cdot\mathbf a_3}=1$ for all six k points and $P(\mathbf T+\mathbf a_3)=P(\mathbf T)$, and likewise for $W$. Neighbours along $\mathbf a_3$ are weighted with the full in-cell density matrix, whereas along $\mathbf a_1$ the phases of three points average. Adding points along that direction removes the effect: on $3\times2\times2$ and $3\times2\times3$ meshes $D_{zz}E$ falls from 0.201 to 0.043 and 0.050 hartree, the $zz$ part carried by $\mathbf T$ from 0.139 to 0.004 and 0.009 hartree, and $\sigma_{zz}$ drops below $\sigma_{xx}$. The pressure becomes $-10.0$ and $-10.5$ GPa, and $-11.4$ GPa on a $4\times4\times4$ mesh. The tensor above is the strain derivative of the energy for this basis, mesh and functional; about half of its pressure, and the size of the error made by dropping $\mathbf T$, belong to the single k point along the third direction.

## Numbers as computed

```
ERI test: rule vs finite diff 1.2e-08, origin shift 2.3e-15 hartree
ERI test: error without T 0.3470, max antisymmetric part 0.1801 hartree
Li2 RHF/6-31G, R = 5.0 bohr: E = -14.865447, tr dE/deps = -0.028616 hartree
Li2 general strain: analytic -0.0111286, finite diff -0.0111286 hartree
a1 = [5. 0. 0.] bohr
a2 = [1. 5. 0.] bohr
a3 = [ 0.5 -0.5  5.5] bohr
centre 1: Z = 1.2, R = [-0.5 -0.4 -0.5] bohr, exponents s,s,p = (1.2, 0.4, 0.8) bohr^-2
centre 2: Z = 0.8, R = [0.5 0.4 0.5] bohr, exponents s,s,p = (0.9, 0.4, 0.6) bohr^-2
k points 6, grid 15^3, basis images 53, charge images 35
Omega = 137.5000 bohr^3, gap = 0.45342 hartree, omega = 1.0 bohr^-1
s-s pair T=-a1: d = [-4.   0.8  1. ] bohr, S = 0.029364, dS/deps_xx = -0.187927
E kin    =   1.1738128 hartree
E enSR   =  -0.8200153 hartree
E nnSR   =   0.0615780 hartree
E recip  =   0.0077803 hartree
E xc     =  -0.6951596 hartree
E self   =  -0.8297999 hartree
E total  =  -1.1018038 hartree per cell
dE/deps (hartree): xx yy zz yz xz xy
kin     -0.205973  -0.125528  -0.073260  -0.211113  -0.232994  -0.183911
enSR     0.268378   0.169580   0.278048   0.208492   0.263256   0.211074
nnSR    -0.100943  -0.064607  -0.100850  -0.080648  -0.100799  -0.080642
recip    0.004073   0.003371   0.002663   0.002762   0.002994   0.002723
xc       0.184348   0.116452   0.210694   0.119031   0.156242   0.127460
pulay   -0.090917  -0.061797  -0.116674  -0.048522  -0.067534  -0.056528
total    0.058966   0.037472   0.200621  -0.009998   0.021164   0.020176
general strain direction rows: [[0.7, -0.4, 0.9], [0.3, -0.5, 0.6], [-0.8, 0.2, 0.4]]
isotropic analytic 0.2970593, SCF finite diff 0.2970593, worst term error 4.8e-08 hartree
shear xz  analytic 0.0211645, SCF finite diff 0.0211645, worst term error 1.0e-09 hartree
general   analytic 0.0948894, SCF finite diff 0.0948894, worst term error 8.3e-09 hartree
sum P dS:  -0.333507  -0.212016  -0.443773  -0.187105  -0.259480  -0.215192
quadrature vs integrals 2.2e-10; asymmetry of total 6.4e-15 hartree
omega = 1.3: change E 6.3e-11, dE/deps 2.4e-09, recip term alone 0.0285 hartree
T part of kin+pulay (hartree):   0.003586   0.000378   0.139066  -0.025007  -0.000051  -0.000057
sigma (1e-4 hartree/bohr^3):   4.2885   2.7252  14.5906  -0.7271   1.5392   1.4674
sigma (GPa):   12.617    8.018   42.927   -2.139    4.529    4.317
1 hartree/bohr^3 = 29421.02 GPa
pressure = -7.201437e-04 hartree/bohr^3 = -21.187 GPa; -dE/dOmega = -7.201437e-04
pressure without Pulay term = -40.401 GPa
pressure without T in kin+pulay = -10.986 GPa
```
